# Local Scaling Conditions on GGA Correlation, Tested for PBE and LYP

The exact correlation energy obeys an inequality when the density is scaled uniformly. This problem asks what the inequality demands, point by point, of a generalized gradient approximation (GGA), and whether PBE and LYP comply.

Algebra is in atomic units; computed energies are in eV and lengths in angstrom. Densities are closed-shell. The local variables are

$$r_s=\left(\frac{3}{4\pi n}\right)^{1/3},\qquad s=\frac{|\nabla n|}{2k_Fn},\qquad k_F=(3\pi^2n)^{1/3}=\frac{\kappa}{r_s},\qquad \kappa=\left(\frac{9\pi}{4}\right)^{1/3}.$$

The correlation enhancement factor $F_c$ is the correlation energy per electron divided by the exchange energy per electron of the uniform gas, $-An^{1/3}$:

$$E_c[n]=-A\int n^{4/3}F_c(r_s,s)\,d^3r,\qquad A=\frac34\left(\frac3\pi\right)^{1/3}.$$

A prime denotes $\partial/\partial r_s$ at fixed $s$. The scaled density is $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$, which keeps the electron number and compresses the system for $\gamma>1$.

## (a) How does the exact $E_c[n_\gamma]$ compare with $\gamma E_c[n]$?

**Solution.** For coupling strength $\lambda$ define

$$F^\lambda[n]=\min_{\Psi\to n}\langle\Psi|T+\lambda V_{ee}|\Psi\rangle .$$

For each fixed $\Psi$ the expectation value is linear in $\lambda$, and a minimum of linear functions is concave. Let $\Phi$ be a minimizer at $\lambda=0$, the Kohn-Sham determinant in the usual case. With $T_s=\langle\Phi|T|\Phi\rangle$ and $U+E_x=\langle\Phi|V_{ee}|\Phi\rangle$, define

$$E_c^\lambda=F^\lambda-T_s-\lambda(U+E_x).$$

Subtracting a linear function preserves concavity. Also $E_c^0=0$, and $E_c^\lambda\le0$ because $\Phi$ is an allowed trial function. A concave function lies above its chord, so

$$E_c^\lambda\ge\lambda E_c^1,\qquad 0<\lambda<1. \tag{1}$$

A half-filled two-site model with hopping 1 eV and repulsion 4 eV illustrates this: $E_c^{0.5}=-0.2361$ eV lies above $0.5\times(-0.8284)=-0.4142$ eV.

Now scale the coordinates. The function $\Psi_\gamma=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\ldots)$ has density $n_\gamma$. Its kinetic energy acquires a factor $\gamma^2$ and its repulsion a factor $\gamma$:

$$\langle\Psi_\gamma|T+V_{ee}|\Psi_\gamma\rangle=\gamma^2\langle\Psi|T+\gamma^{-1}V_{ee}|\Psi\rangle .$$

Minimizing gives $F^1[n_\gamma]=\gamma^2F^{1/\gamma}[n]$. Since $T_s$ scales as $\gamma^2$ and $U+E_x$ as $\gamma$,

$$E_c[n_\gamma]=\gamma^2E_c^{1/\gamma}[n]. \tag{2}$$

For $\gamma>1$, put $\lambda=1/\gamma$ in (1) and multiply by $\gamma^2$:

$$E_c[n_\gamma]\ge\gamma E_c[n],\qquad\gamma>1. \tag{3}$$

For $\gamma<1$, apply (3) to the density $n_\gamma$ with factor $1/\gamma$. The result is $E_c[n]\ge\gamma^{-1}E_c[n_\gamma]$, or $E_c[n_\gamma]\le\gamma E_c[n]$. These are the Levy-Perdew inequalities. Compression makes the correlation energy no more negative than linear scaling would.

## (b) Which local condition on $F_c$ is sufficient?

**Solution.** At corresponding points, scaling changes $n$ to $\gamma^3n$ and $|\nabla n|$ to $\gamma^4|\nabla n|$. Thus $r_s\to r_s/\gamma$, while $s\propto|\nabla n|/n^{4/3}$ is unchanged. The factor $n^{4/3}$ contributes $\gamma^4$ and the volume element $\gamma^{-3}$, so

$$\frac{E_c[n_\gamma]}{\gamma}=-A\int n^{4/3}F_c(r_s/\gamma,s)\,d^3r. \tag{4}$$

Inequality (3) says that this quantity at $\gamma>1$ is no lower than at $\gamma=1$. That follows for every density if

$$\frac{\partial F_c}{\partial r_s}\ge0\quad\text{for all }(r_s,s), \tag{5}$$

because then $F_c(r_s/\gamma,s)\le F_c(r_s,s)$, and the prefactor $-A$ reverses the sign.

The derivative has a physical meaning. From (2), $dE_c[n_\gamma]/d\gamma$ at $\gamma=1$ is $2E_c-dE_c^\lambda/d\lambda|_{\lambda=1}$. The last term is the potential part $U_c$, by the stationarity of the minimizing $\Psi$. With $E_c=T_c+U_c$,

$$T_c=\left.\frac{dE_c[n_\gamma]}{d\gamma}\right|_{\gamma=1}-E_c .$$

Differentiating (4), with $d(r_s/\gamma)/d\gamma=-r_s$ at $\gamma=1$, gives

$$T_c=A\int n^{4/3}\,r_s\,\frac{\partial F_c}{\partial r_s}\,d^3r. \tag{6}$$

Condition (5) therefore makes this kinetic integrand non-negative everywhere.

## (c) Is the local condition also necessary?

**Solution.** For one given density it is not: a negative region in (6) can be outweighed by a positive one. The answer changes if the GGA must obey (3) for every N-representable density, meaning $n\ge0$, $\int n=N$ and $\int|\nabla\sqrt n|^2<\infty$.

Suppose $F_c'$ is continuous and negative at some $(r_{s0},s_0)$. By continuity we may take $s_0>0$. Let $n_0$ and $g_0$ be the corresponding density and gradient magnitude. Inside a sphere of radius $R$ take

$$n(r)=n_0[1+\eta z(r)],$$

where $z$ is a triangle wave between $-1$ and $1$ with period $p$. Its slope has magnitude $4/p$, so the choice $p=4\eta n_0/g_0$ gives $|\nabla n|=g_0$ except at the corners. For small $\eta$ the whole interior has $(r_s,s)$ close to the chosen point, and its contribution to $T_c$ is negative and grows as $R^3$.

Outside, attach a decaying tail of fixed thickness for which the energy integrals converge. It contributes at order $R^2$, and a slight adjustment of its decay makes $N$ an even integer. The gradient is bounded in the interior, so the corners cause no divergence in $\int|\nabla\sqrt n|^2$.

For large $R$, therefore, $T_c<0$. Since

$$\left.\frac{d}{d\gamma}\frac{E_c[n_\gamma]}{\gamma}\right|_{\gamma=1}=\left.\frac{dE_c[n_\gamma]}{d\gamma}\right|_{\gamma=1}-E_c=T_c,$$

inequality (3) fails for $\gamma$ just above 1. Hence (5) is necessary and sufficient for a GGA required to work for all such densities. The argument uses the fact that a GGA sees nothing but $n$ and $|\nabla n|$; it doesn't carry over to a functional that also contains $\nabla^2n$, which is singular at the corners.

## (d) What do $E_c\le0$ and the concavity of $E_c^\lambda$ add?

**Solution.** The sign condition is guaranteed locally by $F_c\ge0$. For concavity, set $\gamma=1/\lambda$ in (2) and use (4):

$$E_c^\lambda=\lambda^2E_c[n_{1/\lambda}]=-\lambda A\int n^{4/3}F_c(\lambda r_s,s)\,d^3r .$$

Two derivatives of $\lambda F_c(\lambda r_s,s)$ give $2r_sF_c'+\lambda r_s^2F_c''$. With $x=\lambda r_s$,

$$\frac{d^2E_c^\lambda}{d\lambda^2}=-A\int n^{4/3}r_s\,[2F_c'(x,s)+xF_c''(x,s)]\,d^3r .$$

The bracket equals $x^{-1}\partial(x^2F_c')/\partial x$, so concavity is guaranteed by

$$\frac{\partial}{\partial r_s}\left(r_s^2\frac{\partial F_c}{\partial r_s}\right)\ge0. \tag{7}$$

The three conditions form a hierarchy if $r_s^2F_c'\to0$ and $F_c\to0$ as $r_s\to0$. Then (7) makes $r_s^2F_c'$ rise from zero, which gives (5); and (5) makes $F_c$ rise from zero, which gives $F_c\ge0$. The converses do not follow, as LYP shows in (f): at $s=1.6$ its $F_c$ stays positive over the mapped range of $r_s$ while (5) fails, and at $s=0.60$ (5) holds while (7) fails.

## (e) Does PBE satisfy the slope condition (5)?

**Solution.** Let $\varepsilon_u(r_s)<0$ be the uniform-gas correlation energy per electron in the Perdew-Wang parametrization. With $\gamma_P=(1-\ln2)/\pi^2$, $\beta=0.066725$ and $W=e^{-\varepsilon_u/\gamma_P}>1$, PBE is

$$\varepsilon_c=\varepsilon_u+\gamma_P\ln\left[1+\frac{\beta}{\gamma_P}t^2\,\frac{1+y}{1+y+y^2}\right],\qquad y=\frac{\beta}{\gamma_P}\frac{t^2}{W-1}.$$

Here $t=|\nabla n|/(2k_sn)$ and $k_s^2=4k_F/\pi$, so $t^2=s^2k_F^2/k_s^2=\pi\kappa s^2/(4r_s)$.

Replace $(\beta/\gamma_P)t^2$ by $(W-1)y$ and define $q=1/(1+y+y^2)$. Since $y(1+y)/(1+y+y^2)=1-q$, the logarithm's argument is $1+(W-1)(1-q)=W-(W-1)q$. Using $\varepsilon_u=-\gamma_P\ln W$,

$$\varepsilon_c=\gamma_P\ln(1-qk),\qquad k=1-\frac1W. \tag{8}$$

Both $q$ and $k$ lie between 0 and 1, with $q=1$ at $s=0$, so $\varepsilon_c\le0$ and $F_c\ge0$.

The uniform exchange energy per electron is $-C/r_s$ with $C=3\kappa/(4\pi)$. Writing $L(x)=-\ln(1-x)$,

$$F_c=\frac{\gamma_P}{C}\,r_sL(qk),\qquad
\frac{C}{\gamma_P}F_c'=L(qk)+\frac{r_s(q'k+qk')}{1-qk}.$$

Two properties of the uniform gas are needed:

1. $r_s|\varepsilon_u|$ increases with $r_s$. This is condition (5) at $s=0$.
2. $r_s(W-1)$ increases with $r_s$. Since $y\propto s^2/[r_s(W-1)]$, $y$ then falls or stays zero, and $q'\ge0$.

Dropping the non-negative $q'$ term and factoring out $q/(1-qk)$ gives

$$\frac{C}{\gamma_P}F_c'\ge\frac{q}{1-qk}\left[k\,\phi(qk)+r_sk'\right],\qquad \phi(x)=\frac{(1-x)L(x)}{x}.$$

The function $\phi$ decreases, because $\phi'(x)=[x+\ln(1-x)]/x^2<0$ on $(0,1)$. As $qk\le k$, we have $\phi(qk)\ge\phi(k)$, and the bracket is at least

$$(1-k)L(k)+r_sk'=(1-k)\frac{d}{dr_s}[r_sL(k)]=(1-k)\frac{d}{dr_s}\frac{r_s|\varepsilon_u|}{\gamma_P}\ge0 .$$

The first equality uses $dL(k)/dr_s=k'/(1-k)$, the second $L(k)=\ln W$. So the uniform-gas behaviour carries over to every $s$.

Properties 1 and 2 were tested numerically on a grid from $r_s=0.005$ to 50 angstrom, and the conclusion is claimed for that range. A map over the same range with $0\le s\le5$ shows no PBE violation of $F_c\ge0$, (5) or (7). For (7) this is numerical evidence on the map, not a proof.

## (f) Where does LYP fail?

**Solution.** Take closed-shell LYP in its gradient form, with $\tau=n^{-1/3}$:

$$\varepsilon_c=-\frac{a}{1+d\tau}\left\{1+be^{-c\tau}\left[C_F-\frac{3+7\delta}{72}\frac{|\nabla n|^2}{n^{8/3}}\right]\right\},\qquad\delta=c\tau+\frac{d\tau}{1+d\tau}.$$

Here $C_F=\frac3{10}(3\pi^2)^{2/3}$, $a=0.04918$, $b=0.132$, $c=0.2533$ and $d=0.349$. From the definition of $s$, $|\nabla n|^2/n^{8/3}=4(3\pi^2)^{2/3}s^2=\frac{40}{3}C_Fs^2$. Dividing $\varepsilon_c$ by $-A/\tau$ gives

$$F_c=\frac{a\tau}{A(1+d\tau)}\left\{1+Be^{-c\tau}\left[1-\frac{5(3+7\delta)}{27}s^2\right]\right\}\equiv P-Qs^2,\qquad B=bC_F. \tag{9}$$

Since $\tau\propto r_s$, derivatives with respect to either have the same sign. First, $P'>0$. Differentiating $P$ and multiplying by the positive factor $A(1+d\tau)^2/a$, the sign is that of

$$1+Be^{-u}-Bu\left(1+\frac dcu\right)e^{-u},\qquad u=c\tau .$$

The maxima of $ue^{-u}$ and $u^2e^{-u}$ are $1/e$ and $4/e^2$, so the subtracted term is below $1.2B<0.5$. The expression is positive.

Next, the logarithmic derivative of $Q$ with respect to $\tau$ is

$$\frac{1}{\tau(1+d\tau)}-c+\frac{7[c+d/(1+d\tau)^2]}{3+7\delta}.$$

The first and third terms decrease with $\tau$, and both vanish as $\tau\to\infty$. The sum therefore falls from $+\infty$ to $-c$ and has one zero, found at $r_s=1.34$ angstrom (2.53 bohr). Below it $Q'>0$, and (5) is violated for

$$s>s_{\rm crit}=\sqrt{P'/Q'} .$$

Above it $F_c'=P'+|Q'|s^2>0$, and there is no slope violation at any $s$.

| $r_s$ (angstrom) | 0.05 | 0.25 | 0.50 | 0.75 | 1.00 |
|---|---|---|---|---|---|
| $s_{\rm crit}$ | 2.20 | 1.68 | 1.53 | 1.59 | 1.90 |

The smallest value found is $s_{\rm crit}=1.53$, at $r_s=0.544$ angstrom (1.03 bohr). The map steps $s$ by 0.05, so it only brackets the other thresholds. $F_c$ itself first turns negative between $s=1.70$ and 1.75; at $s=1.75$ it is negative near $r_s=0.7$ to 1.1 angstrom. The curvature condition (7) first fails between $s=0.55$ and 0.60; at $s=0.60$ it fails for $r_s$ near 8 to 10 angstrom. Since $0.60$ lies below the smallest $s_{\rm crit}$, the slope at this $s$ is positive for every $r_s$, so (5) holding along the whole line does not imply (7).

## (g) Can an ordinary-looking density hide the LYP violation?

**Solution.** Take two electrons with $n\propto e^{-2r/\ell}$. Then $|\nabla n|/n=2/\ell$, so $s=1/(\ell k_F)=r_s/(\kappa\ell)$. At the centre $s=0.376$ for any $\ell$, and it grows as $e^{2r/(3\ell)}$. The length $\ell=0.3$ angstrom ($1/\ell=1.76$ per bohr) is on the scale of helium, while $\ell=0.1$ angstrom ($1/\ell=5.29$ per bohr) resembles a highly charged helium-like ion such as C$^{4+}$. All energies below are in eV.

| $\ell$ (angstrom) | Functional | $E_c$ | $T_c$ | Negative part of $T_c$ |
|---|---|---|---|---|
| 0.3 | PBE | −1.226 | 1.093 | 0 |
| 0.3 | LYP | −1.205 | 0.970 | 0 |
| 0.1 | PBE | −1.310 | 1.278 | 0 |
| 0.1 | LYP | −1.348 | 1.305 | −0.326 |

For $\ell=0.3$ angstrom the path $r_s=\kappa\ell s$ misses the violating region. For $\ell=0.1$ angstrom it crosses it between $r=0.219$ and 0.436 angstrom. At the inner edge $s=0.376\,e^{2(0.219)/0.3}\approx1.6$, in line with the table in (f).

The positive part of the LYP integral is $1.305+0.326=1.631$ eV, so the negative region cancels 20% of it. The total remains positive. A check of $T_c$ alone would not reveal the local failure.

## (h) Show a finite density for which LYP violates (3) itself.

**Solution.** Use the construction of (c) with $r_{s0}=0.50$ angstrom, $s_0=2.5$ and $\eta=0.05$. Since $g_0/n_0=2k_Fs_0=2(1.919/0.50)(2.5)=19.19$ per angstrom, the period is $p=4(0.05)/19.19=0.0104$ angstrom. The zigzag makes 200 full periods, starting and ending at $z=-1$, and fills a sphere of radius 2.08 angstrom; an exponential tail holds 7% of the 78 electrons. The digits below depend on this phase: starting and ending at $z=+1$ raises the LYP values by about 4 to 5% and leaves both verdicts unchanged. The Weizsäcker energy $\frac18\int|\nabla n|^2/n$ is large, $2.73\times10^4$ eV, but finite. This is an admissible density, not a model of a molecule.

For $\gamma=2$, inequality (3) requires $E_c[n_2]\ge2E_c[n]$:

| Functional | $E_c[n_2]$ (eV) | $2E_c[n]$ (eV) | Inequality |
|---|---|---|---|
| PBE | −3.16 | −6.79 | obeyed |
| LYP | 84.4 | 182.2 | violated |

LYP also gives the wrong sign of $E_c$. The local values explain the result. By (4), a density concentrated at one $(r_s,s)$ has

$$\frac{E_c[n_2]}{2E_c[n]}\approx\frac{F_c(r_{s0}/2,s_0)}{F_c(r_{s0},s_0)} .$$

For LYP this is $(-0.0318)/(-0.0773)=0.41$, against $84.4/182.2=0.46$ from the full integrals. For PBE it is $0.0016/0.0034=0.47$, against $3.16/6.79=0.47$. The estimate omits the tail and the 5% density variation.

In both cases the magnitude of $E_c[n_\gamma]/\gamma$ is smaller at $\gamma=2$ than at $\gamma=1$. For PBE this quantity is negative, so a smaller magnitude means a rise, consistent with (3), which forbids it to fall. For LYP it is positive, so the same change is a fall, and (3) fails. The numerical check evaluates both sides from the scaled densities, without using the sign of $F_c'$.

## Calculated quantities

```
Dimer hopping 1.0 eV, U 4.0 eV: E_c(lam=0.5) = -0.2361 eV, E_c(lam=1) = -0.8284 eV
Map: rs 0.005 to 50 angstrom, s 0 to 5 in steps of 0.05
PBE F_c condition: no violation on the map
PBE slope condition: no violation on the map
PBE curvature condition: no violation on the map
LYP F_c condition: violated from s = 1.75, there at rs 0.706 to 1.119 angstrom
LYP slope condition: violated from s = 1.55, there at rs 0.429 to 0.654 angstrom
LYP curvature condition: violated from s = 0.60, there at rs 7.626 to 9.976 angstrom
PBE input rs(W-1) rises from 4.530 to 10.749 (rs in bohr)
LYP critical s at rs = 0.05 angstrom: 2.204
LYP critical s at rs = 0.25 angstrom: 1.679
LYP critical s at rs = 0.50 angstrom: 1.530
LYP critical s at rs = 0.75 angstrom: 1.589
LYP critical s at rs = 1.00 angstrom: 1.901
LYP smallest critical s = 1.5275 at rs = 0.5440 angstrom (1.0279 bohr)
LYP slope violation ends at rs = 1.3412 angstrom (2.5345 bohr)
Exponential density, decay length 0.3 angstrom, s at centre 0.376
  PBE: E_c -1.2263, T_c 1.0934, negative part of T_c 0.0000, d2E_c/dlam2 -1.9300 eV
  LYP: E_c -1.2048, T_c 0.9696, negative part of T_c 0.0000, d2E_c/dlam2 -1.4990 eV
Exponential density, decay length 0.1 angstrom, s at centre 0.376
  PBE: E_c -1.3104, T_c 1.2777, negative part of T_c 0.0000, d2E_c/dlam2 -2.4658 eV
  LYP: E_c -1.3480, T_c 1.3048, negative part of T_c -0.3258, d2E_c/dlam2 -2.4522 eV
  LYP T_c density negative between r = 0.219 and 0.435 angstrom
Zigzag density: 78 electrons, rs 0.50 angstrom, s 2.5, amplitude 5 percent
  zigzag radius 2.0842, period 0.01042, tail decay length 0.0534 angstrom
  share of electrons in tail 0.0714, Weizsaecker energy 27291.8 eV
  PBE: E_c[n_2] -3.162 eV, 2 E_c[n] -6.790 eV
  PBE: F_c(rs) 0.0034, F_c(rs/2) 0.0016; E_c per electron -0.0435 eV, local -0.0448 eV
  LYP: E_c[n_2] 84.373 eV, 2 E_c[n] 182.155 eV
  LYP: F_c(rs) -0.0773, F_c(rs/2) -0.0318; E_c per electron 1.1677 eV, local 1.0198 eV
```
